# The Screening Angle of a Thomas-Fermi Atom from the Eikonal Phase, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used, so \(\hbar=m_e=e=1\) and \(c=1/\alpha\). Angles are in radians. A fast particle of charge \(-\sigma\), with \(\sigma=+1\) for an electron and \(\sigma=-1\) for a positron, has momentum \(p\), speed \(v=\beta c\) and total energy \(E\), related by \(v=pc^2/E\). It passes a neutral atom of nuclear charge \(Z\), described by the static potential energy

\[
V(r)=-\sigma\,\frac{Z}{r}\,\phi(r/a),\qquad \phi(0)=1,\qquad \phi(\infty)=0 .
\]

The function \(\phi\) describes screening and \(a\) is the Thomas-Fermi radius. Two parameters govern the scattering:

\[
\eta=\frac Zv=\frac{Z\alpha}{\beta},\qquad \chi_0=\frac1{pa}.
\]

The first measures the strength of the interaction, the second is the diffraction angle of an object of size \(a\). The scattering angle \(\theta\) is small throughout, so the transverse momentum transfer is \(q=p\theta\). In units of \(1/a\) it is \(y=qa=\theta/\chi_0\).

Let \(R(y)\) be the ratio of the cross section to the small-angle Rutherford cross section of the bare nucleus. The screening angle \(\chi_a\) is defined by

\[
\int_0^Y R(y)\,\frac{dy}{y}=\ln\frac{Y\chi_0}{\chi_a}-\frac12
\qquad (Y\to\infty), \tag{1}
\]

up to terms that vanish in the limit. Since \(R\to1\) at large \(y\), as shown below, the left side grows as \(\ln Y\), and \(\chi_a\) records the constant beside the logarithm. If \(R\) were a step from 0 to 1 at an angle \(\chi_s\), the integral would be \(\ln(Y\chi_0/\chi_s)\). The equivalent sharp cut-off of the Rutherford law is therefore at \(\chi_s=e^{1/2}\chi_a\).

The quantity under examination is the interpolation formula

\[
\chi_a^2\simeq\chi_0^2\,(1.13+3.76\,\eta^2). \tag{2}
\]

The eikonal phase leads to a different function of \(\eta\), and (2) turns out to be an approximation to it.

## The Thomas-Fermi potential

In a neutral Thomas-Fermi atom the electrostatic potential \(\Phi=Z\phi(r/a)/r\) fixes the local Fermi momentum by \(k_F^2/2=\Phi\), with zero chemical potential. The electron density is \(n=k_F^3/(3\pi^2)=(2\Phi)^{3/2}/(3\pi^2)\), and away from the nucleus Poisson's equation reads \(\nabla^2\Phi=4\pi n\). For a spherical function \(\nabla^2\Phi=(r\Phi)''/r\). With \(r=ax\) this gives

\[
\frac{Z\phi''}{a^3x}=\frac{4}{3\pi}\left(\frac{2Z\phi}{ax}\right)^{3/2}
\quad\Longrightarrow\quad
\phi''=\frac{8\sqrt2}{3\pi}\,Z^{1/2}a^{3/2}\,\frac{\phi^{3/2}}{x^{1/2}},
\]

where primes on \(\phi\) are derivatives with respect to \(x\). The numerical factor becomes one if

\[
a=\left(\frac{3\pi}{8\sqrt2}\right)^{2/3}Z^{-1/3}
=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3},
\qquad
\phi''=\frac{\phi^{3/2}}{x^{1/2}} . \tag{3}
\]

Near the nucleus \(\phi''\simeq x^{-1/2}\). Integrating twice gives

\[
\phi=1+\phi'(0)\,x+\tfrac43x^{3/2}+\dots
\]

At large \(x\) the power law \(\phi=144/x^3\) satisfies the equation, because both sides are then \(1728/x^5\).

The net charge inside radius \(x\), as a fraction of \(Z\), follows from the radial field:

\[
N(x)=-\frac{r^2}{Z}\frac{d\Phi}{dr}=\phi-x\phi' . \tag{4}
\]

Its derivative is \(N'=-x\phi''\le0\). It therefore falls from 1 to 0, beginning as \(N=1-\tfrac23x^{3/2}+\dots\).

An integral identity provides a check of the numerical solution. Put \(I_1=\int_0^\infty\phi'^2dx\) and \(I_2=\int_0^\infty\phi^{5/2}x^{-1/2}dx\). Multiplying (3) by \(\phi\) and integrating by parts gives \(I_2=-\phi'(0)-I_1\). Multiplying it by \(x\phi'\) instead gives

\[
\int_0^\infty x\phi'\phi''\,dx=-\tfrac12I_1,\qquad
\int_0^\infty x^{1/2}\phi^{3/2}\phi'\,dx=-\tfrac15I_2 ,
\]

and these two are equal, so \(I_1=\tfrac25I_2\). Hence \(I_2=-\tfrac57\phi'(0)\). The numerical solution has \(\phi'(0)=-1.588071\), and both sides of the identity come out as 1.134336.

For comparison, Molière's three-exponential fit to the Thomas-Fermi function is also used:

\[
\phi_{\rm fit}(x)=0.10\,e^{-6x}+0.55\,e^{-1.2x}+0.35\,e^{-0.3x}
=\sum_i c_i e^{-m_ix}. \tag{5}
\]

## The eikonal phase

Leave spin aside first. A particle of mass \(m\) obeys

\[
\left[(E-V)^2+c^2\nabla^2-m^2c^4\right]\psi=0 .
\]

Write \(\psi=e^{ipz}u\) and use \(E^2=p^2c^2+m^2c^4\). The result is

\[
2ipc^2\,\partial_zu+c^2\nabla^2u-2EVu+V^2u=0 .
\]

At high momentum and small angle, \(u\) varies slowly on the scale \(1/p\). Dropping \(\nabla^2u\) and \(V^2u\) leaves \(\partial_zu=-i(E/pc^2)Vu=-(i/v)Vu\). Behind the atom, therefore, \(u=e^{i\delta}\) with

\[
\delta(b)=-\frac1v\int_{-\infty}^{\infty}V\,dz=2\sigma\eta K(b),
\qquad
K(b)=\int_0^\infty\frac{\phi(r)}{r}\,dz,\quad r=\sqrt{b^2+z^2}. \tag{6}
\]

From here on \(b\), \(z\) and \(r\) are in units of \(a\). The function \(K\) without an index belongs to the phase, while \(K_0\) and \(K_1\) denote modified Bessel functions.

The size of the neglected terms can be estimated at an impact parameter \(b_{\rm ph}=ab\). Transverse gradients give \(|\nabla\delta|^2/(2p)\) per unit path. Over a path of length \(b_{\rm ph}\) this is a phase of order \(2\eta^2/(pb_{\rm ph})\). The \(V^2\) term adds a phase of order \(\eta^2\beta^2/(pb_{\rm ph})\), which is similar for a relativistic particle and smaller for a slower one. For an electron, squaring the Dirac equation adds a spin term of size \(c|\nabla V|\), which is at most of relative order \(1/(pb_{\rm ph})\) compared with \(2EV\). An angle \(\theta\) is produced at \(b_{\rm ph}\sim1/(p\theta)\) in weak coupling and at \(b_{\rm ph}\sim2\eta/(p\theta)\) in strong coupling. All these corrections are thus small when both \(\theta\) and \(\eta\theta\) are small.

The slope of the phase has a direct meaning. Since \(d(\phi/r)/dr=-N/r^2\) and \(\partial r/\partial b=b/r\),

\[
G(b)\equiv-b\frac{dK}{db}=\int_0^\infty N(r)\frac{b^2}{r^3}\,dz
=\int_0^\infty\frac{N(b\cosh t)}{\cosh^2t}\,dt , \tag{7}
\]

where \(z=b\sinh t\). The weight \(1/\cosh^2t\) integrates to one, so \(0\le G\le1\). Without screening \(G=1\). The classical transverse momentum received at impact parameter \(b\) is \(|d\delta/db|=2\eta G/b\) in units of \(1/a\), so \(G\) is the factor by which screening reduces the deflection.

For small \(b\), \(1-G\) vanishes as \(b^{3/2}\) in the Thomas-Fermi case, because \(1-N\) does. Integrating \(dK/db=-G/b\) then gives

\[
K(b)=-\ln b+\kappa+\varepsilon(b),\qquad \varepsilon(b)\to0 , \tag{8}
\]

with a constant \(\kappa\) that depends on the atom. Close to the nucleus the phase is the logarithm of a bare Coulomb field.

## The amplitude and the cross section

For incident flux of one particle per unit area, the scattered part of the wave behind the atom is \(\Gamma(b)=e^{i\delta(b)}-1\). Its two-dimensional Fourier components give the probability of each transverse momentum. Hence

\[
F(\mathbf y)=\frac1{2\pi i}\int d^2b\;e^{-i\mathbf y\cdot\mathbf b}\,\Gamma(b),
\qquad d\sigma=a^2|F|^2\,d^2y . \tag{9}
\]

The normalization follows from Parseval's theorem, \(\int|\Gamma|^2d^2b=\int|F|^2d^2y\).

The angular integral is \(\int e^{-iyb\cos\varphi}d\varphi=2\pi J_0(yb)\), so \(F=-i\int_0^\infty bJ_0(yb)\,\Gamma\,db\). Use \(bJ_0(yb)=\frac{d}{db}[bJ_1(yb)/y]\) and integrate by parts. The boundary terms vanish, since \(\Gamma\) falls as \(b^{-3}\) or faster at large \(b\). With \(\Gamma'=i\delta'e^{i\delta}\) and \(b\delta'=-2\sigma\eta G\),

\[
F=\frac iy\int_0^\infty bJ_1(yb)\,i\delta'e^{i\delta}\,db
=\frac{2\sigma\eta}{y^2}A(y),\qquad
A(y)=y\int_0^\infty J_1(yb)\,G(b)\,e^{i\delta(b)}\,db . \tag{10}
\]

Therefore \(d\sigma=a^2(4\eta^2/y^4)|A|^2d^2y\). With \(y=\theta/\chi_0\) and \(d^2y=d\Omega/\chi_0^2\), the factor before \(|A|^2\) becomes \(4\eta^2a^2\chi_0^2/\theta^4=4\eta^2/(p^2\theta^4)\) per unit solid angle. This is the Rutherford law at small angles, so

\[
R(y)=|A(y)|^2 . \tag{11}
\]

Replacing \(\sigma\) by \(-\sigma\) changes \(A\) into its complex conjugate, because \(G\) is real. In the eikonal approximation \(R\), and with it \(\chi_a\), is the same for electrons and positrons.

## Recovery of the Rutherford law at large momentum transfer

Substitute \(t=yb\) in (10). For \(y\to\infty\) at fixed \(t\), the argument \(t/y\) tends to zero, so that \(G\to1\) and, by (8), \(e^{i\delta}\) tends to a constant phase times \(t^{-2i\sigma\eta}\). The region of very large \(t\) contributes little, since \(J_1\) oscillates there while the other factors vary slowly. What remains is the integral

\[
I=\int_0^\infty J_1(t)\,t^{-2i\sigma\eta}\,dt .
\]

To evaluate it, start from the power series of \(J_1\). Integrating term by term with a Gaussian gives

\[
\int_0^\infty t^2J_1(t)e^{-st^2}dt
=\sum_{k=0}^\infty\frac{(-1)^k}{2^{2k+1}k!\,(k+1)!}\,\frac{(k+1)!}{2s^{k+2}}
=\frac{e^{-1/(4s)}}{4s^2}.
\]

Multiply by \(s^{\lambda-1}\) and integrate over \(s\). On the left this produces \(\Gamma(\lambda)t^{-2\lambda}\). On the right put \(u=1/(4s)\):

\[
\Gamma(\lambda)\int_0^\infty t^{2-2\lambda}J_1(t)\,dt=4^{1-\lambda}\,\Gamma(2-\lambda).
\]

The integrals converge absolutely for \(5/4<\mathrm{Re}\,\lambda<2\), and the result continues analytically to \(\lambda=1+i\sigma\eta\), where the \(t\) integral still converges conditionally. Thus

\[
I=4^{-i\sigma\eta}\,\frac{\Gamma(1-i\sigma\eta)}{\Gamma(1+i\sigma\eta)},\qquad |I|=1 . \tag{12}
\]

Numerator and denominator are complex conjugates, which gives the modulus. A Coulomb field of any strength changes the phase of the eikonal amplitude but not its modulus, so \(R\to1\).

The corrections come from \(1-G\) and \(\varepsilon\) at \(b=t/y\). They fall as \(y^{-3/2}\) for the Thomas-Fermi function. At the other end \(A\) is proportional to \(y^2\), because \(J_1(yb)\simeq yb/2\) and \(\int bG\,e^{i\delta}db\) converges. The integral in (1) therefore exists at its lower limit and grows as \(\ln Y\) at its upper one.

## The Born constant

For \(\eta\to0\) the factor \(e^{i\delta}\) in (10) becomes 1, and \(A\) becomes the real Born function \(A_B\). Expanding \(\Gamma\simeq i\delta\) in (9) turns \(F\) into the three-dimensional Fourier transform of \(\phi/r\), and comparison with (10) gives

\[
A_B(y)=y\int_0^\infty\phi(x)\sin(yx)\,dx . \tag{13}
\]

A Yukawa function \(\phi=e^{-x}\) has \(A_Y=y^2/(1+y^2)\), and

\[
\int_0^Y\frac{y^3\,dy}{(1+y^2)^2}
=\frac12\left[\ln(1+Y^2)+\frac1{1+Y^2}-1\right]\to\ln Y-\frac12 .
\]

By (1) its Born screening angle is \(\chi_0\) itself. This explains the term \(-\tfrac12\) in the definition. From (6) and (7) the Yukawa phase has \(K=\int_0^\infty e^{-b\cosh t}dt=K_0(b)\) and \(G_Y=bK_1(b)\).

For a general \(\phi\), write the Born screening angle as \(\chi_{aB}=\sqrt C\,\chi_0\). Subtracting the Yukawa case from (1) gives

\[
\int_0^\infty(A_B^2-A_Y^2)\frac{dy}y=-\frac12\ln C .
\]

The left side can be carried over to impact parameters. The vector field \(\hat{\mathbf b}\,G/b\) has the two-dimensional Fourier transform \(-2\pi i\,\hat{\mathbf y}\int_0^\infty J_1(yb)G\,db=-2\pi i\,\hat{\mathbf y}\,A_B/y\). Parseval's theorem then states that \(\int A_B^2\,dy/y=\int G^2\,db/b\) whenever both sides converge. Here each diverges logarithmically, so a Yukawa function of very short range \(\epsilon\) is first subtracted from both \(G\) and \(G_Y\). The two squares then converge separately. In their difference the subtraction leaves cross terms that vanish as \(\epsilon\to0\), because \(A_B-A_Y\) and \(G-G_Y\) each fall off as a power where the subtracted function is not small. Hence

\[
\frac12\ln C=-\int_0^\infty\left[G^2(b)-G_Y^2(b)\right]\frac{db}{b}. \tag{14}
\]

For the fit (5), equation (13) gives \(A_B=\sum_ic_iy^2/(y^2+m_i^2)\), and \(C\) has a closed form. With \(s=y^2\), the integral over a pair of terms uses

\[
\frac{s}{(s+m_i^2)(s+m_j^2)}=\frac1{m_i^2-m_j^2}
\left[\frac{m_i^2}{s+m_i^2}-\frac{m_j^2}{s+m_j^2}\right],
\]

and leads to

\[
\ln C=-1+\sum_{ij}c_ic_jW_{ij},\qquad
W_{ij}=\frac{m_i^2\ln m_i^2-m_j^2\ln m_j^2}{m_i^2-m_j^2},\qquad
W_{ii}=\ln m_i^2+1 . \tag{15}
\]

The value is \(C=1.172\) for the three-exponential fit. For the numerical Thomas-Fermi function, (14) gives \(C=1.198\). The number 1.13 in the interpolation formula is neither of these. It lies 3.6 % below the first and 5.6 % below the second.

# Second half: the Coulomb correction and the interpolation formula

## What is carried over

Lengths are in units of the Thomas-Fermi radius \(a\), and \(y=\theta/\chi_0\) with \(\chi_0=1/(pa)\). The coupling is \(\eta=Z\alpha/\beta\), and \(\sigma=\pm1\) distinguishes attraction from repulsion. The phase is \(\delta=2\sigma\eta K(b)\), with \(-b\,dK/db=G\), \(0\le G\le1\), and \(K=-\ln b+\kappa+\varepsilon(b)\) near the nucleus, where \(\varepsilon\to0\). The amplitude \(F\) is the Fourier transform (9) of \(\Gamma=e^{i\delta}-1\), and \(|F|^2=4\eta^2R/y^4\). The ratio \(R\) tends to 1 at large \(y\), and its logarithmic integral defines \(\chi_a\) through (1). In Born approximation \(R=R_B=A_B^2\) and \(\chi_{aB}=\sqrt C\,\chi_0\), with \(C=1.172\) for the three-exponential fit and \(C=1.198\) for the Thomas-Fermi function.

The dependence of \(\chi_a\) on \(\eta\) is still to be found. Subtracting (1) for the Born case from (1) for the full case gives

\[
\int_0^\infty(R-R_B)\frac{dy}{y}=\ln\frac{\chi_{aB}}{\chi_a}. \tag{16}
\]

## From angles to phase differences

Let \(\mathbf x\) be a fixed transverse vector. Inserting (9) for \(F\) and \(F^*\), the integral over \(\mathbf y\) yields a delta function, and

\[
\int d^2y\,|F|^2e^{i\mathbf y\cdot\mathbf x}
=\int d^2b\;\Gamma(\mathbf b+\mathbf x)\,\Gamma^*(\mathbf b).
\]

Subtract this from its value at \(\mathbf x=0\). Write \(\delta_+=\delta(\mathbf b+\mathbf x)\) and \(\Delta=\delta_+-\delta\). The two products are

\[
|\Gamma|^2=2-e^{i\delta}-e^{-i\delta},\qquad
\Gamma_+\Gamma^*=e^{i\Delta}-e^{i\delta_+}-e^{-i\delta}+1 ,
\]

and their difference is

\[
|\Gamma|^2-\Gamma_+\Gamma^*=1-e^{i\Delta}+\left(e^{i\delta_+}-e^{i\delta}\right).
\]

The bracket integrates to zero, because \(e^{i\delta}-1\) is integrable over the plane and a shift of the origin does not change its integral. The substitution \(\mathbf b\to-\mathbf b-\mathbf x\) turns \(\Delta\) into \(-\Delta\), so the integral of \(\sin\Delta\) also vanishes. On the other side \(|F|^2\) depends on \(|\mathbf y|\) alone, and the angular average of the exponential is \(J_0(yx)\). Thus

\[
\int d^2y\,|F|^2\,[1-J_0(yx)]=\int d^2b\,(1-\cos\Delta). \tag{17}
\]

The terms of order \(\eta^2\) on the two sides must agree separately. They are the Born expression on the left and \(\tfrac12\Delta^2\) on the right. Subtracting them from (17) and inserting \(|F|^2=4\eta^2R/y^4\) gives

\[
8\pi\eta^2\int_0^\infty\frac{dy}{y^3}(R-R_B)\,[1-J_0(yx)]
=\int d^2b\left[1-\cos\Delta-\tfrac12\Delta^2\right]. \tag{18}
\]

Both sides will be evaluated for \(x\to0\), to order \(x^2\).

On the left, \(1-J_0(s)\le s^2/4\), with equality to leading order at small \(s\). Since \(R-R_B\) falls as a power at large \(y\), the integral of \(|R-R_B|/y\) converges and the limit may be taken under the integral sign. By (16), the left side becomes

\[
8\pi\eta^2\,\frac{x^2}{4}\int_0^\infty(R-R_B)\frac{dy}{y}
=2\pi\eta^2x^2\ln\frac{\chi_{aB}}{\chi_a}. \tag{19}
\]

For small \(x\), the left side of (18) has been reduced to a multiple of \(\ln(\chi_{aB}/\chi_a)\), which contains the unknown screening angle. It remains to evaluate the right side to the same order, obtain \(\chi_a\) as a function of \(\eta\), and test the interpolation formula (2) against it.

Numbers in the example were calculated in double precision.
